# Mean nearest-neighbour distance of randomly distributed surface nuclei

## 1. The situation

When an oxide is grown by atomic layer deposition on a surface that reacts poorly with the precursors, the first cycles do not produce a continuous layer. Growth begins at scattered nuclei, which spread into islands, meet and finally close into a film. An image taken early in the process shows dots on an otherwise bare surface. Counting them gives the areal density $n$. How far is a typical nucleus from its nearest neighbour, and what does that distance say about the closing of the film?

Dimensional analysis settles part of the answer. If $n$ is the only quantity that characterizes the pattern, the only length available is $1/\sqrt n$, so the mean distance must be a pure number times $1/\sqrt n$. That number depends on how the nuclei are arranged. On a square array each nucleus occupies a cell of area $1/n$, and the nearest neighbour is at distance $1/\sqrt n$. For a random arrangement the result is

$$\langle D\rangle=\frac{1}{2\sqrt n},$$

half the square-array value.

## 2. What "random" means here

The result holds under these assumptions:

- The nuclei are points on a flat surface.
- Each position is uniformly distributed over the surface and independent of all the others.
- The surface is so large that its edges do not matter.

Such a pattern is called a homogeneous Poisson process. Independence excludes both repulsion, such as a depleted zone around a nucleus where no other can form, and clustering. Uniformity excludes preferred places such as atomic steps. Section 8 shows how the answer moves when these conditions fail.

The average $\langle D\rangle$ is taken over nuclei: for each one, find the distance $D$ to the closest other nucleus, then average. All distances are centre to centre.

## 3. The probability of an empty disc

Place $N$ nuclei on a square of side $L$ and area $A=L^2$, with $n=N/A$. To avoid edges, let the square repeat periodically. Choose one nucleus and draw a disc of radius $r<L/2$ around it; the disc then does not overlap its own periodic images. Another nucleus falls inside with probability $\pi r^2/A$ and misses the disc with probability $1-\pi r^2/A$. The statement $D>r$ means that all $N-1$ others miss it. Since they are independent, the probabilities multiply:

$$P_N(D>r)=\left(1-\frac{\pi r^2}{A}\right)^{N-1}.$$

Now let $N$ and $A$ grow together at fixed $n$. With $A=N/n$ and $\ln(1-x)=-x-x^2/2-\dots$,

$$\ln P_N=(N-1)\ln\left(1-\frac{\pi n r^2}{N}\right)
=-\frac{N-1}{N}\,\pi n r^2-\frac{N-1}{2N^2}\,(\pi n r^2)^2-\dots$$

The first term tends to $-\pi n r^2$, because $(N-1)/N\to1$. The second vanishes as $1/N$, and later ones vanish faster. Hence

$$P(D>r)=e^{-\pi n r^2}.$$

The exponent is minus the mean number of nuclei in a disc of radius $r$. A disc that would hold one nucleus on average is empty with probability $1/e$.

The same law describes another distance. Choose a random spot on the surface instead of a nucleus. Now all $N$ nuclei must miss the disc, so the exponent $N-1$ becomes $N$, which makes no difference in the limit. The distance from a random spot to the nearest nucleus therefore has the same distribution. This relies on independence: a nucleus at the centre tells us nothing about where the others are. Section 7 uses this second reading to find the coverage.

## 4. The mean

The probability density $p(r)$ of $D$ is the rate at which $P(D>r)$ decreases:

$$p(r)=-\frac{d}{dr}e^{-\pi n r^2}=2\pi n r\,e^{-\pi n r^2}.$$

It is normalized, since $\int_0^\infty p\,dr=P(D>0)-P(D>\infty)=1-0$. Its two factors have a direct meaning: $2\pi r\,n\,dr$ is the probability of finding a nucleus in a thin ring at radius $r$, and the exponential is the probability that nothing lies closer.

The mean is $\int_0^\infty r\,p(r)\,dr$. Integrate by parts, using $p=-dP/dr$:

$$\langle D\rangle=\Big[-r\,e^{-\pi n r^2}\Big]_0^\infty+\int_0^\infty e^{-\pi n r^2}dr .$$

The bracket is zero at both ends: at $r=0$ because of the factor $r$, and at infinity because the exponential falls faster than $r$ grows. The remaining integral, called $I$, is found by squaring it:

$$I^2=\int_0^\infty\!\!\int_0^\infty e^{-\pi n(x^2+y^2)}\,dx\,dy .$$

The region is a quarter plane. In polar coordinates the angle runs from $0$ to $\pi/2$ and the area element is $\rho\,d\rho\,d\varphi$, so

$$I^2=\frac{\pi}{2}\int_0^\infty \rho\,e^{-\pi n\rho^2}d\rho
=\frac{\pi}{2}\cdot\frac{1}{2\pi n}=\frac{1}{4n}.$$

Since $I$ is positive,

$$\boxed{\langle D\rangle=\frac{1}{2\sqrt n}}$$

One point remains: we took the limit of the probability first and averaged afterwards. This is allowed. Because $1-x\le e^{-x}$, for $N\ge2$ and $r<L/2$ the finite-$N$ probability is at most $e^{-\pi n r^2(N-1)/N}\le e^{-\pi n r^2/2}$. This bound has a finite integral and does not depend on $N$, so no part of the average can escape to large $r$. Distances between $L/2$ and the largest possible value $L/\sqrt2$ contribute less than $L(1-\pi/4)^{N-1}$, which vanishes because $L$ grows only as $\sqrt N$.

## 5. Spread and median

One mean says little if the distances scatter widely. The mean square follows from the same integration by parts:

$$\langle D^2\rangle=\int_0^\infty r^2p\,dr=\int_0^\infty 2r\,e^{-\pi n r^2}dr=\frac{1}{\pi n}.$$

The variance is therefore

$$\sigma^2=\frac{1}{\pi n}-\frac{1}{4n}=\frac{4-\pi}{4\pi n}.$$

The ratio $\sigma/\langle D\rangle=\sqrt{(4-\pi)/\pi}\approx0.52$ does not depend on density. A random pattern contains close pairs and wide gaps at every density.

The median $m$ is the distance exceeded by half of the nuclei. Setting $e^{-\pi n m^2}=1/2$ gives $m=\sqrt{\ln2/(\pi n)}$. It lies below the mean, which the long tail of large distances pulls upward.

## 6. A finite number of nuclei

How many nuclei are needed before the limit is good? Average the finite-$N$ probability directly, extending the integral to the radius where $\pi r^2=A$. Substitute $u=\pi r^2/A$, so that $r=\sqrt{A/\pi}\,u^{1/2}$ and $dr=\tfrac12\sqrt{A/\pi}\,u^{-1/2}du$:

$$\langle D\rangle_N\simeq\frac12\sqrt{\frac A\pi}\int_0^1u^{-1/2}(1-u)^{N-1}du
=\frac12\sqrt{\frac A\pi}\,\frac{\Gamma(\frac12)\Gamma(N)}{\Gamma(N+\frac12)} .$$

The integral is the beta function. With $\Gamma(\frac12)=\sqrt\pi$ and $A=N/n$,

$$\langle D\rangle_N\simeq\frac{f(N)}{2\sqrt n},\qquad f(N)=\frac{\sqrt N\,\Gamma(N)}{\Gamma(N+\frac12)} .$$

The sign $\simeq$ is a reminder that discs with $r>L/2$ overlap their images. They matter little: the chance of an empty disc of radius $L/2$ is $(1-\pi/4)^{N-1}$, about $10^{-6}$ for $N=10$.

To see the size of $f$, use $\Gamma(x+1)=x\Gamma(x)$ in the ratio of successive values:

$$\frac{f(N+1)}{f(N)}=\sqrt{\frac{N+1}{N}}\,\frac{N}{N+\frac12}
=\sqrt{1-\frac{1}{4(N+\frac12)^2}}\approx1-\frac{1}{8N^2}.$$

Since $f\to1$ for large $N$, adding up the steps from $N$ to infinity gives $f(N)\approx1+\sum_{k\ge N}1/(8k^2)\approx1+1/(8N)$. For $N=10$ the formula gives $f=1.0126$; a simulation with ten nuclei on a periodic square gave 1.0123. With periodic edges, a hundred nuclei are already within about 0.1 % of the limit. A real image has open edges, and Section 8 shows that these matter far more.

## 7. From distance to film closure

Suppose that all islands start together, as hemispheres whose radius grows by $g$ per cycle. After $c$ cycles each covers a disc of radius $R=gc$. A nucleus whose nearest neighbour is at distance $D$ first touches another island when $2R=D$. Averaged over nuclei, this happens after

$$c_{\rm touch}=\frac{\langle D\rangle}{2g}=\frac{1}{4g\sqrt n}$$

cycles. The covered fraction $\theta$ follows from the random-spot law: a spot is bare if no nucleus lies within $R$ of it. Therefore

$$\theta=1-e^{-\pi nR^2}.$$

Overlaps are counted correctly, because the formula asks only whether a spot is covered, not how many times.

At mean first contact, $R=1/(4\sqrt n)$ and $\pi nR^2=\pi/16$. The coverage is $1-e^{-\pi/16}=17.8\,\%$, whatever the density. At the same moment the fraction of nuclei that already touch a neighbour is $P(D<2R)=1-e^{-\pi/4}=54.4\,\%$. More than half of the islands have touched, yet more than four fifths of the surface is bare. Contact is governed by the nearest neighbour, closure by the largest gaps.

For 99 % coverage, $e^{-\pi nR^2}=0.01$, hence

$$R_{99}=\sqrt{\frac{\ln100}{\pi n}},\qquad
\frac{R_{99}}{R_{\rm touch}}=4\sqrt{\frac{\ln100}{\pi}}\approx4.8 .$$

In this model a film needs almost five times as many cycles for 99 % coverage as for mean first contact.

A coverage of 99 % is not yet a closed film. Late in growth the bare part consists of separate holes. Their number per area is close to $n(x-1)e^{-x}$ with $x=\pi nR^2$, a standard result for randomly placed discs that is quoted here without proof. At $R_{99}$ this is $0.036\,n$, about 360 holes per $\mu\mathrm{m}^2$ for the density used below. The radius at which the last hole closes depends on the area considered and grows slowly with it. For the example values below, one hole on average remains on 1 $\mu\mathrm{m}^2$ after about 190 cycles and on 1 $\mathrm{mm}^2$ after about 290 cycles, against 121 cycles for 99 % coverage.

### Numbers for an oxide on diamond

Take oxide deposition on hydrogen-terminated diamond (100), a surface offering few reactive groups. As an example, let $n=10^{12}\ \mathrm{cm^{-2}}$ and $g=0.1$ nm per cycle. Since $1\ \mathrm{cm^2}=10^{14}\ \mathrm{nm^2}$, the density is $0.01\ \mathrm{nm^{-2}}$ and $\sqrt n=0.1\ \mathrm{nm^{-1}}$. Then

$$\langle D\rangle=\frac{1}{2\times0.1}\ \mathrm{nm}=5.0\ \mathrm{nm},\qquad \sigma=2.6\ \mathrm{nm},\qquad m=4.7\ \mathrm{nm}.$$

A square array of the same density would have a spacing of 10 nm. Mean first contact comes at $R=2.5$ nm, after $2.5/0.1=25$ cycles. Coverage of 99 % requires $R=12.1$ nm, or 121 cycles.

A simulation of independent nuclei at this density, with periodic edges and a direct search for neighbours, gave a mean of 4.998 nm, a standard deviation of 2.614 nm and a median of 4.696 nm. The mean distance from random spots to the nearest nucleus was 4.997 nm, as the argument in Section 3 requires. The shape of the law was tested too: the fraction of nuclei with no neighbour within 10 nm was 0.0432, equal to the formula at this precision. Separate runs at 0.0025, 0.0100 and 0.0400 $\mathrm{nm^{-2}}$ gave $\langle D\rangle\sqrt n=0.5001$, 0.5017 and 0.5011, which confirms the scaling over a factor of 16 in density. The full set of values is in the numerical output.

## 8. Where the assumptions fail

**Discrete sites.** Nuclei on a crystal sit on lattice sites. On the ideal diamond (100) face, with a lattice constant of about 0.36 nm, the sites form a square net of spacing $s\approx0.36/\sqrt2\approx0.25$ nm. The hydrogen-terminated face is usually reconstructed into dimer rows, but it has the same number of sites per area, which is what matters here. Each is occupied with probability $p=ns^2\approx6\times10^{-4}$. A disc around an occupied site contains about $\pi r^2/s^2-1$ other sites, so

$$P(D>r)\approx(1-p)^{\pi r^2/s^2-1}\approx(1+p)\,e^{-\pi nr^2(1+p/2)},$$

where $\ln(1-p)\approx-p-p^2/2$ was used. The Gaussian integral then multiplies the mean by $(1+p)(1+p/2)^{-1/2}\approx1+\tfrac34p$, an increase of about 0.05 %. An explicit sum over the lattice sites gives the same shift. The continuous surface is an excellent approximation here because $p$ is small.

**Exclusion.** A nucleus has a size, and it may capture the material that would have formed another one nearby. Let no nucleus form within a distance $d_0$ of an existing one, while the final density is held at $n$. Short distances are then forbidden. The effect is small if a disc of radius $d_0$ would rarely contain a neighbour anyway, that is if $\pi nd_0^2\ll1$. For $d_0=1$ nm this number is 0.03, and simulated sequential placement gives a mean of 5.09 nm, 1.9 % above the random value. For $d_0=3$ nm it is 0.28, and the mean rises by about 15 % (a single run gave 5.73 nm, with a statistical uncertainty of 0.01 to 0.02 nm).

**Steps.** Preferred places can act in the opposite direction, as the following example shows. Consider first nuclei confined to a straight line, with $\lambda$ per unit length. An interval reaching $r$ to both sides has length $2r$, so the argument of Section 3 gives $P(D>r)=e^{-2\lambda r}$ and a mean of $\int_0^\infty e^{-2\lambda r}dr=1/(2\lambda)$.

Now let half of the nuclei sit at random on parallel steps 50 nm apart and the other half at random on the whole surface, with the total density unchanged. Each step carries $\lambda=0.005\times50=0.25$ nuclei per nm. Counting only neighbours on the same step, a step nucleus has a mean distance of 2 nm. Counting only the scattered half, a scattered nucleus has a mean distance of $1/(2\sqrt{0.005})=7.1$ nm. Including the neighbours left out can only shorten both distances, so the overall mean cannot exceed $(2+7.1)/2\approx4.5$ nm. The simulation gives 3.91 nm, 21.9 % below the uniform random value.

**Open image edges.** A nucleus near the border of an image may have its true nearest neighbour outside. The nearest one visible is then farther away, so the measured mean is too large. For simulated images of $100\times100\ \mathrm{nm^2}$ with 100 nuclei each, the mean was 5.22 nm, too large by 4.4 %. From one image to another it scattered with a standard deviation of 0.29 nm.

This matters if the formula is inverted to find the density, $n=1/(4\langle D\rangle^2)$. Differentiating the logarithm gives $\delta n/n=-2\,\delta D/\langle D\rangle$, so a relative error in the distance enters the density about twice, with opposite sign. Inserting the mean distance over many such images gives a density 8.3 % too low. The bias can be nearly removed by measuring from nuclei in the interior, at least as far from the border as the largest neighbour distance that occurs, while accepting neighbours anywhere in the image. The price is a larger scatter, because fewer nuclei enter the average.

**Gradual nucleation.** If nuclei appear at different times, the distance formula still holds at any moment for the density present then, provided that their positions remain independent and uniform. Once islands cover part of the surface this is only approximately true, because no new nucleus can form beneath them. The coverage changes in any case. A nucleus with radius $R_i$ covers a given spot with probability $\pi R_i^2/A$. Averaging over independent birth times and repeating the limit of Section 3 gives

$$\theta=1-e^{-\pi n\langle R^2\rangle}.$$

Let births be spread evenly over the first 20 cycles. At cycle 25 the radii are then evenly spread between 0.5 and 2.5 nm, and

$$\langle R^2\rangle=\frac{1}{2.0}\int_{0.5}^{2.5}R^2dR=\frac{2.5^3-0.5^3}{3\times2.0}=2.58\ \mathrm{nm^2},$$

compared with $2.5^2=6.25\ \mathrm{nm^2}$ for a common start. The coverage is 7.8 % instead of 17.8 %; a simulation gave 7.9 %. Here $n$ includes nominal births on ground already covered. They add no area: a disc born inside an older one and growing at the same rate stays inside it.

## 9. Using the result

Because the density can be obtained by counting, the measured distance is free to serve another purpose: it tests whether the pattern is random. Form the ratio

$$q=2\sqrt n\,\langle D\rangle .$$

Independent uniform nuclei give $q=1$ and a square array gives $q=2$. The test needs an image in which nearly all islands are still separate. If touching islands are counted as one dot, close pairs disappear from the data, and a random pattern can look like one with exclusion. In the cases above, 3 nm exclusion gives $q=1.15$ and the decorated steps give $q=0.78$. With 100 nuclei, the scatter of 0.29 nm corresponds to about 0.06 in $q$. This scatter applies when all nuclei in the image are used. To keep them all despite the edge bias, compare the measured $q$ with that of simulated random images of the same size and with the same number of nuclei, which show the bias expected for a random pattern. One image can then suggest the 3 nm exclusion, but it cannot reveal the 1 nm exclusion, which shifts $q$ by only 0.02. If only interior nuclei are used, the scatter is larger and several images are needed even for the 3 nm case. A value near 1 does not prove randomness either, since exclusion and clustering shift $q$ in opposite directions and may cancel.

For a real oxide on diamond, the nucleus density depends strongly on how the surface was prepared, so $10^{12}\ \mathrm{cm^{-2}}$ is only an example and should be replaced by a measured value. The cycle numbers for a given coverage scale as $1/\sqrt n$: at fixed $g$, a hundredfold higher density reduces the 121 cycles for 99 % coverage to about 12. The number of cycles needed to leave a given area free of holes is larger and falls somewhat less, by a factor of about 8 to 9 for areas from 1 $\mu\mathrm{m}^2$ to 1 $\mathrm{mm}^2$. In this model, a pretreatment that creates more nuclei therefore helps when a thin closed insulator is wanted. The estimate assumes a common start, a constant growth rate $g$ along the surface, and uniformly random sites. If $g$ is taken from the thickness that a closed film gains per cycle, it also assumes that islands grow equally fast along and normal to the surface. Real surfaces can break each of these. For the illustrative cases computed here, steps shorten the mean distance by about a fifth, and gradual nucleation more than halves the early coverage. The 25 and 121 cycles are therefore results of the model for the example values, not process settings.

## Calculated quantities

```
nucleus density n = 1.0e+12 cm^-2 = 0.0100 nm^-2
radial growth per cycle g = 0.10 nm
mean nearest-neighbour distance (formula) = 5.000 nm
standard deviation (formula) = 2.614 nm
median (formula) = 4.697 nm
square-array spacing at same density = 10.000 nm
simulated mean at n = 0.0025 nm^-2: 10.003 nm, times sqrt(n) = 0.5001
simulated mean at n = 0.0100 nm^-2: 5.017 nm, times sqrt(n) = 0.5017
simulated mean at n = 0.0400 nm^-2: 2.506 nm, times sqrt(n) = 0.5011
simulated mean, s.d., median = 4.998, 2.614, 4.696 nm
simulated mean, random spot to nucleus = 4.997 nm
P(D > 2.5 nm): formula 0.8217, simulated 0.8209
P(D > 5.0 nm): formula 0.4559, simulated 0.4556
P(D > 10.0 nm): formula 0.0432, simulated 0.0432
finite-N factor, N = 10: formula 1.0126, simulated 1.0123
island radius at mean first contact = 2.500 nm
cycles to mean first contact = 25.0
coverage at that cycle = 17.8 %
nuclei already touching a neighbour then = 54.4 %
island radius at 99 % coverage = 12.11 nm
cycles to 99 % coverage = 121
diamond lattice constant (rough) = 0.357 nm, site spacing = 0.252 nm
site occupation probability = 6.37e-04
mean with discrete sites = 5.0024 nm (+0.048 %)
mean with 1 nm exclusion = 5.09 nm (+1.9 %)
mean with 3 nm exclusion = 5.73 nm (+14.7 %)
mean, half on steps 50 nm apart = 3.91 nm (-21.9 %)
image side = 100 nm, nuclei in image = 100
mean without edge correction = 5.22 nm (+4.4 %)
scatter of the mean between images = 0.29 nm
density inferred from that mean, error = -8.3 %
births over 20 cycles: mean R^2 = 2.583 nm^2
coverage at 25 cycles then: formula 7.8 %, simulated 7.9 %
```
